\section*{Eigenvalue stability condition for a crosspoint circuit solving linear equations}

\section{What the answer can depend on}

A crosspoint array of memory cells joins column $j$ to row $i$ through a conductance $G_{ij}\ge 0$. Each row ends at the inverting input of an amplifier, and the output $V_i$ of amplifier $i$ drives column $i$. The other amplifier inputs are grounded. A current $I_i$ enters row $i$ from a source whose internal conductance to ground is $s_i$. If the row voltages $v_i$ are held near zero, the cell currents must cancel the source currents, so the outputs solve $GV=-I$. The question is whether the circuit settles at that solution or leaves it.

The amplifiers draw no input current, have no output resistance, do not saturate, and are identical. Their one pole lies at the corner rate $\omega_0$:
\begin{equation}
V_i=-L(p)\,v_i,\qquad L(p)=\frac{L_0}{1+p/\omega_0},\qquad \omega_t=L_0\omega_0 .
\label{eq:amp}
\end{equation}
Here $p$ is the rate in a signal $e^{pt}$, $L_0$ is the gain at zero frequency, and $\omega_t$ is the gain-bandwidth as an angular rate. The array has no capacitance.

The only rate available is $\omega_0$, or equivalently $\omega_t$ at given $L_0$. The conductances can enter only through ratios. More strongly, a row without source current is a voltage divider: multiplying every conductance attached to one row by the same factor leaves its voltage, for given column voltages, unchanged. The free motion therefore depends on the row-normalized matrix
\begin{equation}
M_{ij}=\frac{G_{ij}}{g_i},\qquad g_i=s_i+\sum_j G_{ij}>0 ,
\label{eq:M}
\end{equation}
and its rates have the form $p=\omega_0F(L_0,M)$. Renumbering the amplifiers permutes rows and columns of $M$ together and cannot change the rates. Eigenvalues have this invariance. The argument does not prove that they are the right quantities, but it shows that those of $M$, rather than of $G$, are the candidates.

\section{One amplifier, then two}

For one row with no source current, the divider gives $v=\lambda V$ with $\lambda=G/g$. Equation \eqref{eq:amp} then reads $(1+p/\omega_0)V=-L_0\lambda V$, so
\begin{equation}
p=-\omega_0(1+L_0\lambda).
\label{eq:one}
\end{equation}
Since $0\le\lambda\le1$, this circuit is stable. The cell returns a fraction $\lambda$ of the output to an inverting input, which is negative feedback. With $\lambda=0$ the loop is open and the amplifier relaxes at its own rate $\omega_0$, as it should.

Two rows can behave differently. Take
\begin{equation}
M=\begin{pmatrix}a&b\\ b&a\end{pmatrix},\qquad a,b\ge0,\quad a+b\le1 .
\end{equation}
Equal deviations of the outputs return the fraction $a+b$, and opposite deviations return $a-b$. Each pattern obeys \eqref{eq:one} with its own $\lambda$. If $b>a$, a rise of $V_1$ with an equal fall of $V_2$ makes $v_1$ negative. The inverting amplifier then raises $V_1$ further, and at high gain the deviation grows; in a real circuit it would end in saturation. At $b=0$ the two loops separate and the first case returns. At $a=b$ the matrix is singular, and the loss of feedback in the opposite pattern coincides with the loss of a unique solution.

\section{Any number of amplifiers}

Kirchhoff's current law at row $i$ is
\begin{equation}
I_i+\sum_jG_{ij}(V_j-v_i)-s_iv_i=0 .
\end{equation}
Collecting the terms in $v_i$ gives $g_iv_i=I_i+\sum_jG_{ij}V_j$. With $D=\mathrm{diag}(g_i)$,
\begin{equation}
v=D^{-1}I+MV,\qquad M=D^{-1}G .
\label{eq:rows}
\end{equation}
In time, \eqref{eq:amp} is $\dot V=-\omega_0V-\omega_tv$. Inserting \eqref{eq:rows} gives
\begin{equation}
\dot V=KV-\omega_tD^{-1}I,\qquad K=-\omega_0(\mathbf 1+L_0M).
\label{eq:state}
\end{equation}
If $Mx=\lambda x$, then $Kx=-\omega_0(1+L_0\lambda)x$. Counting multiplicity, the poles are
\begin{equation}
p_k=-\omega_0(1+L_0\lambda_k).
\label{eq:poles}
\end{equation}

Eigenvectors alone do not settle stability, because $M$ may lack a complete set. Write instead $M=QTQ^\dagger$ with $Q$ unitary and $T$ upper triangular, a form every square matrix has. The diagonal of $T$ holds the $\lambda_k$. A deviation $\delta$ from a fixed point obeys $\dot\delta=K\delta$, and $y=Q^\dagger\delta$ obeys
\begin{equation}
\dot y_k=p_ky_k-\omega_t\sum_{l>k}T_{kl}y_l .
\end{equation}
The last component is a pure exponential. Each earlier one is driven by those already solved, so every component is a sum of polynomials times exponentials $e^{p_lt}$. If all $\mathrm{Re}\,p_l<0$, all deviations decay. If some $\mathrm{Re}\,p_k\ge0$, a deviation along its eigenvector does not decay; for a complex eigenvector, its real or imaginary part supplies a physical example. Taking the real part of \eqref{eq:poles} gives
\begin{equation}
\text{asymptotic stability}\iff \mathrm{Re}\,\lambda_k>-\frac1{L_0}\quad\text{for every }k .
\label{eq:criterion}
\end{equation}

Positive real parts are thus sufficient at any finite gain, but not strictly necessary: the amplifier's own relaxation tolerates a real part down to $-1/L_0$. In the integrator limit, $L_0\to\infty$ at fixed $\omega_t$, the poles become $p_k=-\omega_t\lambda_k$ and the condition is
\begin{equation}
\mathrm{Re}\,\lambda_k>0\quad\text{for every }k .
\label{eq:ideal}
\end{equation}
This is the sense in which positive real parts are both necessary and sufficient.

The fixed point follows from $\dot V=0$. Multiplying \eqref{eq:state} by $D/\omega_t$ gives
\begin{equation}
\left(G+\frac{D}{L_0}\right)V=-I .
\label{eq:fixed}
\end{equation}
Stability excludes $p_k=0$, so this equation has one solution. It tends to that of $GV=-I$ at high gain if $G$ is invertible, which \eqref{eq:ideal} ensures.

Equation \eqref{eq:poles} was tested on 300 random arrays with 2 to 5 rows and gains from about 2 to $10^4$. The poles were computed from the equations with the row voltages still present, as a generalized eigenvalue problem. They agreed with \eqref{eq:poles} within $10^{-6}\,\mu\mathrm{s}^{-1}$ at $\omega_t=6.283\,\mu\mathrm{s}^{-1}$. Of these arrays 259 were stable and 41 unstable, each as \eqref{eq:criterion} requires.

\section{Limits on speed, and a safe class}

Let $x$ be an eigenvector of $M$, scaled so that its largest component has $|x_i|=1$. Then
\begin{equation}
|\lambda|=\Big|\sum_jM_{ij}x_j\Big|\le\sum_jM_{ij}=1-\frac{s_i}{g_i}\le1 .
\end{equation}
In the integrator limit no mode decays faster than $\omega_t$. The slowest decay rate is $\omega_t\min_k\mathrm{Re}\,\lambda_k$, so the eigenvalue with the smallest real part sets the long-time settling.

If $G$ is symmetric and positive definite, $M$ need not be symmetric, but
\begin{equation}
D^{1/2}MD^{-1/2}=D^{-1/2}GD^{-1/2}=:S
\end{equation}
has the same eigenvalues. The matrix $S$ is real and symmetric. For $x\ne0$, $x^TSx=(D^{-1/2}x)^TG(D^{-1/2}x)>0$. All eigenvalues are therefore real and positive, whatever the source conductances, and this class is stable in the model.

\section{A solvable system can be unstable}

Exchange two equations: swap two rows of $G$, together with their currents and source conductances. The solution of $GV=-I$ stays the same. The row totals move with the rows, so $M$ becomes $PM$, where $P$ is the exchange matrix, and
\begin{equation}
\det(PM)=-\det M .
\label{eq:det}
\end{equation}
If all eigenvalues of a real matrix have positive real parts, its determinant is positive, because complex eigenvalues come in pairs with product $|\lambda|^2$ and the rest are positive. Two orders that differ by one exchange therefore cannot both satisfy \eqref{eq:ideal}. The equations are the same, but the two amplifiers concerned have traded theirs. In the two-row example the exchange swaps $a$ and $b$.

\section{Why the eigenvalues of $G$ do not decide}

Consider the cyclic array
\begin{equation}
C=10\,\mu\mathrm S\begin{pmatrix}1&b&0\\0&1&b\\b&0&1\end{pmatrix},\qquad b=2.2 .
\end{equation}
The vectors $(1,z,z^2)^T$ with $z^3=1$ are eigenvectors, with eigenvalues $10\,\mu\mathrm S\,(1+bz)$. The complex cube roots have real part $-1/2$. Without source conductance each row total is $32\,\mu\mathrm S$, so the smallest real part for $M$ is
\begin{equation}
\frac{1-b/2}{1+b}=\frac{-0.1}{3.2}=-0.03125 .
\end{equation}
Now multiply the third row of $C$ by 5. Numerical diagonalization of the new $G$ gives a smallest real part of $+1.694\,\mu\mathrm S$, which looks safe. The factor cancels in \eqref{eq:M}, however, so $M$ is unchanged and the circuit is unstable at a gain of $10^4$.

The same cancellation suggests a remedy. Return to $C$ and connect $128\,\mu\mathrm S$ from each of rows 1 and 2 to ground. The row totals become $160$, $160$ and $32\,\mu\mathrm S$, so
\begin{equation}
M=\frac{1}{160\,\mu\mathrm S}\,\mathrm{diag}(1,1,5)\,C .
\end{equation}
Its smallest real part is $1.694/160=0.0106$, and the circuit is stable. At infinite gain the loads carry no current at the fixed point, since the rows sit at zero volts, and the solution is unchanged. The price is slow settling and a greater sensitivity to amplifier offsets.

This loaded array also shows what identical amplifiers contribute. Let the gains stay equal but the corner rates be $w_i\omega_0$, with $W=\mathrm{diag}(w_i)$. Then
\begin{equation}
K=-\omega_0W(\mathbf 1+L_0M),
\end{equation}
and in the integrator limit $WM$ replaces $M$. Slowing the third amplifier by a factor 5 turns $WM$ into $C/(160\,\mu\mathrm S)$, whose smallest real part is $-1/160$. With $\omega_t=6.283\,\mu\mathrm s^{-1}$ the limiting growth rate is $0.0393\,\mu\mathrm s^{-1}$; at $L_0=10^4$ the full equations give $0.0388\,\mu\mathrm s^{-1}$. Positive real parts of $M$ do not guarantee stability when amplifier speeds differ.

\section{Where one pole stops being enough}

Give every amplifier a second pole with time constant $\tau$, in the integrator limit: $L(p)=\omega_t/[p(1+p\tau)]$. Free motion requires $\det(\mathbf 1+L(p)M)=\prod_k(1+L(p)\lambda_k)=0$. For $\lambda=\alpha+i\beta$ this means
\begin{equation}
\tau p^2+p+\omega_t(\alpha+i\beta)=0 .
\label{eq:second}
\end{equation}
A root on the stability boundary has $p=i\nu$ with real $\nu$. The imaginary part gives $\nu=-\omega_t\beta$. The real part gives $\omega_t\alpha=\tau\nu^2$, and hence
\begin{equation}
\tau_c=\frac{\alpha}{\omega_t\beta^2}.
\label{eq:tau}
\end{equation}
Let $\alpha>0$ and $\beta\ne0$. For small $\tau$ the roots approach $-\omega_t\lambda$ and $-1/\tau$, both stable. For large $\tau$ they approach $\pm\sqrt{-\omega_t\lambda/\tau}$, one of which has a positive real part. Roots move continuously and can cross at $\tau_c$ alone, so the mode is stable exactly for $\tau<\tau_c$, that is, for
\begin{equation}
\mathrm{Re}\,\lambda>\omega_t\tau(\mathrm{Im}\,\lambda)^2 .
\end{equation}
For real $\lambda>0$ there is no crossing and the mode stays stable. A complex $\lambda$ already turns the phase of the returned signal. At the crossing frequency $\nu=-\omega_t\beta$ the second pole contributes the phase $-\arctan(\nu\tau)=\arctan(\omega_t\beta\tau)$, which has the sign of $\beta$ and so adds to that turn. This holds for both members of a conjugate pair, which cross at frequencies of opposite sign.

\section{A three-by-three circuit}

Take, in $\mu$S,
\begin{equation}
G=\begin{pmatrix}60&40&5\\5&50&45\\50&10&40\end{pmatrix},\qquad s_i=50 .
\end{equation}
Input voltages of $-0.20$, $-0.15$ and $-0.18$ V behind the source conductances give $I=(-10,-7.5,-9)\,\mu$A. The amplifiers have $L_0=10^4$ and a gain-bandwidth of 1 MHz, so $\omega_t=2\pi\times1\,\mathrm{MHz}=6.283\,\mu\mathrm s^{-1}$. The row totals are $155$, $150$ and $150\,\mu$S, and
\begin{equation}
M=\begin{pmatrix}0.3871&0.2581&0.0323\\0.0333&0.3333&0.3000\\0.3333&0.0667&0.2667\end{pmatrix}.
\end{equation}
Numerical diagonalization gives $\lambda=0.6707$ and $0.1582\pm0.2111i$. All real parts are positive. By \eqref{eq:poles} the poles are $-4.215$ and $-0.995\mp1.326i\;\mu\mathrm s^{-1}$, so the slowest time constant is $1.005\,\mu$s.

The ideal outputs are $109.5$, $77.1$ and $68.8$ mV. They satisfy the first equation: $60(109.5)+40(77.1)+5(68.8)=9998$ nA, against the required $10\,\mu$A, with the difference due to rounding. Finite gain changes an output by at most $0.026\%$ of its ideal value.

Started from zero, all outputs stay within $1\%$ of the largest final output after $3.24\,\mu$s. By then the slow pair has decayed by $e^{-0.995\times3.24}=0.040$ and the fast mode by about $10^{-6}$. The remaining $1\%$ thus belongs to the slow pair, whose weight, at its phase at that moment, is about a quarter of the largest output. This is why settling takes less than the $\ln100\approx4.6$ time constants of a mode with full weight. The largest output in the transient is $113.4$ mV. As a test, the circuit equations were integrated numerically with $0.01$ pF on each row; at intervals of $1\,\mu$s up to $20\,\mu$s they agreed with the modal solution within $0.1$ mV.

Exchange the first two equations and keep everything else. The determinant of $M$ changes from $0.0467$ to $-0.0467$, and the eigenvalues become $-0.3259$, $0.6703$ and $0.2136$. The growth rate is $\omega_t(0.3259)-\omega_0=2.047\,\mu\mathrm s^{-1}$. From a zero start, an output reaches $0.5$ V after $1.59\,\mu$s. By \eqref{eq:criterion} this order is stable only for $L_0<1/0.3259=3.07$, and a root search on the unreduced equations finds the same limit. At so low a gain the term $D/L_0$ in \eqref{eq:fixed} is comparable with $G$, so the circuit no longer solves the intended equations.

For the original order, \eqref{eq:tau} gives
\begin{equation}
\tau_c=\frac{0.1582}{6.283\times0.2111^2}\,\mu\mathrm s=0.565\,\mu\mathrm s .
\end{equation}
A root search at $L_0=10^7$ confirms it. The second pole must lie above $1/(2\pi\tau_c)=0.28$ MHz. At 5 MHz it lowers the slowest decay rate from $0.995$ to $0.960\,\mu\mathrm s^{-1}$. A row capacitance of 1 pF, taken alone, lowers it to $0.989\,\mu\mathrm s^{-1}$.

\section{Stable does not mean accurate}

An input offset $o_i$ changes the amplifier law to $V_i=-L(v_i-o_i)$. At infinite gain $v=o$, and \eqref{eq:rows} gives $MV=o-D^{-1}I$. The output error is therefore $M^{-1}o$. For offsets of 1 mV with the worst signs it reaches $6.4$ mV. An eigenvalue of $M$ with small modulus slows the circuit and also amplifies offsets. A small real part alone need not amplify them: the unloaded cyclic array with $b=1.99$ has a smallest real part of only $0.0017$, yet it turns offsets of 1 mV into at most $2.3$ mV.

Independent Gaussian errors of $3\%$ in the cells, with the inputs fixed, give a standard deviation of up to $6.9\%$ of an ideal output. In 4000 such draws the smallest real part stayed above $0.137$, so stability survived while accuracy suffered. With amplifier speeds drawn within $10\%$ of nominal, the smallest real part for $WM$ in 4000 draws was $0.143$. These are sampled values, not bounds.

The conductances and read voltages lie in the rough range of filamentary hafnium-oxide cells. All cells are below the conductance quantum $2e^2/h=77.5\,\mu$S, where such cells tend to be less ohmic and more variable than assumed here; a spread of $10\%$ instead of $3\%$ raises the standard deviation of an output above $20\%$. We take $0.5$ V as a rough switching voltage; the actual value depends on the material stack, the polarity and the pulse length. The runaway of the exchanged circuit could thus rewrite the matrix it is meant to solve. Clamping the outputs just below $0.5$ V does not prevent this, because a cell sees $V_j-v_i$ and the rows leave zero during the runaway. With the outputs held at $-0.45$, $0.45$ and $0.45$ V, for example, the first row sits at $0.22$ V and one of its cells sees $0.67$ V. The clamp must be set by the cell voltage, not by the output voltage alone. Three rows are far fewer than in a practical array, and longer lines add resistance and capacitance. Here, with the input currents entering at the amplifier ends of the rows, wire segments of $5\,\Omega$ shift an output by up to $0.21\%$ if the columns are driven from the side of row 1 and the rows are sensed at the side of column 3; the other choices of ends give up to $0.31\%$. A current law $i=G_{ij}V_0\sinh(V/V_0)$ with an assumed $V_0=0.5$ V shifts it by up to $0.78\%$; the shift grows roughly as $1/V_0^2$ and is about $3\%$ for $V_0=0.25$ V. A common $5\%$ loss of cell conductance raises every output by $1/0.95-1=5.3\%$. Thermal noise of the resistances at 358 K adds up to $34\,\mu$V rms to an output, without amplifier noise. The assumption of exact, constant conductances and that of zero offset thus cost most in this example, for the parameter values assumed. The amplifiers must also deliver the initial slope $\omega_t\max_i|I_i|/g_i=0.41$ V/$\mu$s; a lower slew limit would break the linear model during the transient.
